# Conductivity anisotropy of a layered metal with constant relaxation time

## Problem

A metal is built of identical conducting layers a distance $c$ apart. An electron moves freely within a layer, with mass $m$, and hops weakly between neighbouring layers. Its energy is

$$E(\mathbf k)=\frac{\hbar^2(k_x^2+k_y^2)}{2m}-2t_c\cos(k_zc),\qquad t_c>0 .$$

All electrons relax towards equilibrium with the same constant time $\tau$. Let $E_F$ be the Fermi energy measured from the centre of the interlayer band, and define $v_F$ by $mv_F^2/2=E_F$. Assume $E_F>2t_c$.

**(a)** Derive the conductivity from the Boltzmann equation and show that

$$\frac{\sigma_{zz}}{\sigma_{xx}}=\left(\frac{2t_cc}{\hbar v_F}\right)^2 .$$

**(b)** What does temperature do to this ratio, in particular when $kT>t_c$?

**(c)** What replaces the result when $E_F<2t_c$?

**(d)** Evaluate the ratio, both resistivities and the interlayer mean free path for 14 electrons per nm² in each layer, $m=1.5\,m_e$, $c=0.6$ nm, $t_c=0.02$ eV, $\tau=80$ fs and $T=300$ K.

**(e)** Estimate how far the ratio moves when the layers are not isotropic or not parabolic, when the hopping or the lifetime varies over the Fermi surface, and when the levels are broadened by scattering.

## Solution

The algebra uses atomic units, $e=\hbar=m_e=1$, with electron charge $-1$. Two abbreviations are useful: $\theta=k_zc$, and $D=2t_c$, which is half the width of the interlayer band.

### (a) The two conductivities

**Boltzmann equation.** In a weak, uniform, steady field $\mathbf F$ an electron obeys $\dot{\mathbf k}=-\mathbf F$. The occupation $f$ then satisfies

$$-\mathbf F\cdot\nabla_{\mathbf k}f=-\frac{f-f_0}{\tau},$$

where $f_0(E)$ is the Fermi function. To first order in the field, $f$ on the left may be replaced by $f_0$. Since $\nabla_{\mathbf k}f_0=\mathbf v\,f_0'(E)$ with $\mathbf v=\nabla_{\mathbf k}E$,

$$f-f_0=\tau\,\mathbf F\cdot\mathbf v\,f_0'(E)=-\tau\,\mathbf F\cdot\mathbf v\,(-f_0').$$

The current density is the charge $-1$ times the velocity, summed over states with a factor 2 for spin. The two minus signs cancel:

$$\mathbf j=-2\int\!\frac{d^3k}{(2\pi)^3}\,\mathbf v\,(f-f_0)
\;\Rightarrow\;
\sigma_{ii}=2\tau\int\!\frac{d^3k}{(2\pi)^3}\,v_i^2\,(-f_0').$$

The off-diagonal elements vanish, because $E$ is even in each component of $\mathbf k$ while $v_i$ is odd in $k_i$.

**Variables.** Let $\varepsilon=k_\parallel^2/2m$ be the in-plane energy and $\varphi$ the in-plane angle. Then $dk_xdk_y=k_\parallel dk_\parallel d\varphi=m\,d\varepsilon\,d\varphi$ and $dk_z=d\theta/c$. Writing the angular integrals as averages gives a factor $(2\pi)^2$, so the prefactor is $2m(2\pi)^2/[(2\pi)^3c]=m/(\pi c)$:

$$\sigma_{ii}=\tau N\left\langle\int_0^\infty d\varepsilon\;v_i^2\,(-f_0'(E))\right\rangle_{\theta,\varphi},
\qquad N=\frac{m}{\pi c},\qquad E=\varepsilon-D\cos\theta .$$

At $T=0$, $-f_0'=\delta(E-E_F)$, which selects $\varepsilon=E_F+D\cos\theta$. Because $E_F>D$, this is positive for every $\theta$. The Fermi surface is an open, slightly corrugated cylinder, and each $\theta$ contributes with equal weight. $N$ is therefore the density of states at the Fermi energy.

**Out of plane.** The velocity is $v_z=\partial E/\partial k_z=Dc\sin\theta$. It does not depend on $\varepsilon$, and $\langle\sin^2\theta\rangle=1/2$, so

$$\sigma_{zz}=\tau N\,\frac{(Dc)^2}{2}=\tau\,\frac{m}{\pi c}\,\frac{4t_c^2c^2}{2}=\frac{2\tau m t_c^2c}{\pi}.$$

**In plane.** Here $v_x=k_\parallel\cos\varphi/m$. With $k_\parallel^2=2m\varepsilon$ and $\langle\cos^2\varphi\rangle=1/2$, the average over $\varphi$ is $\langle v_x^2\rangle_\varphi=\varepsilon/m$. The average over $\theta$ removes the cosine:

$$\sigma_{xx}=\tau N\,\frac{\langle E_F+D\cos\theta\rangle_\theta}{m}=\tau N\,\frac{E_F}{m}=\tau N\,\frac{v_F^2}{2}.$$

The density is $n=N\langle E_F+D\cos\theta\rangle_\theta=NE_F$, so this is also the Drude form $\sigma_{xx}=n\tau/m$. The relation $n=NE_F$ does not contain $t_c$, so $v_F$ is the Fermi velocity of uncoupled layers at the same density.

**Ratio.** On division $\tau$, $N$ and the two factors $1/2$ cancel. The velocity $Dc$ is $2t_cc/\hbar$ in ordinary units, hence

$$\frac{\sigma_{zz}}{\sigma_{xx}}=\frac{(Dc)^2}{v_F^2}=\left(\frac{2t_cc}{\hbar v_F}\right)^2 .$$

The ratio compares the largest interlayer velocity with the in-plane Fermi velocity. Each enters through a mean square that is half its square: one half comes from $\sin^2\theta$ along $k_z$, the other from $\cos^2\varphi$ round the cylinder. For this parabolic model no expansion in $t_c/E_F$ was made; the condition used was $E_F>2t_c$.

### (b) Temperature

Let $\mu$ be the chemical potential and $a=\mu+D\cos\theta$, so that $f_0=1/(e^{(\varepsilon-a)/kT}+1)$. The out-of-plane integral is

$$\int_0^\infty d\varepsilon\,(-f_0')=f_0\big|_{\varepsilon=0}=\frac{1}{1+e^{-a/kT}} .$$

The in-plane one follows by parts:

$$\int_0^\infty d\varepsilon\,\varepsilon(-f_0')=\int_0^\infty d\varepsilon\,f_0=kT\ln(1+e^{a/kT})=a+kT\ln(1+e^{-a/kT}).$$

The last integral, averaged over $\theta$ and multiplied by $N$, is the density. So $\sigma_{xx}=n\tau/m$ holds at any temperature. At fixed density $\mu=E_F$, and $\sigma_{zz}$ keeps its zero-temperature value, up to terms of order $e^{-(E_F-2t_c)/kT}$.

Thermal energy may therefore exceed the hopping without changing the ratio, provided all electrons share one $\tau$ and $kT\ll E_F-2t_c$. The second condition matters when the surface is only just open: at the density that gives $E_F=3t_c$, a temperature $kT=2t_c$ lowers the ratio to 0.76 of the formula. The reason is that $v_z$ depends on $\theta$ alone and the in-plane density of states is constant, so spreading the electrons over a range $kT$ leaves the average of $v_z^2$ as it was, as long as the spread does not reach the bottom of the in-plane band. A real $\tau$ depends on temperature, but it cancels as long as it is the same for all electrons. A lifetime that varies with $\mathbf k$ need not cancel, as part (e) shows.

### (c) Closed Fermi surface

If $-D<E_F<D$, the condition $\varepsilon=E_F+D\cos\theta\ge0$ restricts $\theta$ to $|\theta|\le\theta_0=\arccos(-E_F/D)$. At $T=0$ both averages run over this range:

$$\frac{\sigma_{zz}}{\sigma_{xx}}=\frac{mD^2c^2\int_0^{\theta_0}\sin^2\theta\,d\theta}{\int_0^{\theta_0}(E_F+D\cos\theta)\,d\theta}
=mD^2c^2\,\frac{\theta_0/2-\sin(2\theta_0)/4}{E_F\theta_0+D\sin\theta_0}.$$

For $E_F>0$ this can be compared with the open-surface formula, which equals $mD^2c^2/(2E_F)$. Take $E_F=t_c=D/2$. Then $\theta_0=2\pi/3$ and

$$\frac{\text{true ratio}}{\text{formula}}=\frac{\pi/3+\sqrt3/8}{\pi/3+\sqrt3/2}=0.6605 .$$

The formula is too large by about half. A direct sum over $\mathbf k$ with a small thermal smearing, $kT=0.03\times2t_c$, gives 0.6593 on a coarse grid and 0.6595 on a converged one.

Near the bottom of the band, $\theta_0$ is small and $E_F+D\approx D\theta_0^2/2$. The upper integral becomes $\theta_0^3/3$. The lower one becomes $D\theta_0^3/2-D\theta_0^3/6=D\theta_0^3/3$. The ratio tends to

$$\frac{\sigma_{zz}}{\sigma_{xx}}\to mDc^2=\frac{2mt_cc^2}{\hbar^2},$$

with $\hbar$ restored at the end. This is $m/m_z$ for an ellipsoidal pocket with $m_z=\hbar^2/(2t_cc^2)$. It is linear in $t_c$, whereas the open cylinder gives a quadratic law at fixed $v_F$.

### (d) Numbers

The parameters are rough typical values in the regime of the layered oxide metal PdCoO₂ at room temperature. For one circular, spin-degenerate cylinder,

$$k_F=\sqrt{2\pi\times14}\ \text{nm}^{-1}=9.379\ \text{nm}^{-1}.$$

With $m=1.5\,m_e$ this gives $\hbar v_F=\hbar^2k_F/m=0.4764$ eV nm, and $E_F=\hbar v_Fk_F/2=2.234$ eV. Since $2t_c=0.04$ eV, the surface is open by a wide margin.

The interlayer counterpart of $\hbar v_F$ is $2t_cc=2\times0.02\times0.6=0.0240$ eV nm. Therefore

$$\frac{\sigma_{zz}}{\sigma_{xx}}=\left(\frac{0.0240}{0.4764}\right)^2=(0.0504)^2=2.54\times10^{-3}\approx\frac1{394}.$$

A sum over $\mathbf k$ at 300 K, with velocities taken as finite differences of $E(\mathbf k)$, gives $2.537411\times10^{-3}$ against $2.537413\times10^{-3}$ from the formula. At this temperature $kT=0.0259$ eV, which is 1.29 times $t_c$. The exponent in part (b) is $(2.234-0.040)/0.0259\approx85$, so the thermal terms are negligible.

The conductivities in ordinary units are

$$\sigma_{xx}=\frac{ne^2\tau}{m}=3.51\times10^5\ \text{S/cm},\qquad
\sigma_{zz}=\frac{2e^2\tau mt_c^2c}{\pi\hbar^4}=890\ \text{S/cm}.$$

The resistivities are their inverses, 2.85 µΩ cm in the plane and about 1120 µΩ cm across it.

The rms interlayer velocity is $2t_cc/(\sqrt2\,\hbar)$. With $\hbar/\tau=0.00823$ eV, the corresponding mean free path is

$$\ell_z=\frac{2t_cc}{\sqrt2\,(\hbar/\tau)}=\frac{0.0240}{1.414\times0.00823}\ \text{nm}=2.06\ \text{nm}=20.6\ \text{Å},$$

or 3.4 layer spacings. An electron crosses a few layers between collisions, so a Bloch velocity along $z$ is meaningful here, though not by a large margin.

### (e) What the model neglects

The strengths $w$, $p$, $q$ and $b$ below are trial values, not data for the compound. Each correction is taken alone.

**Sixfold layers.** Let the in-plane energy be $\varepsilon=k_\parallel^2s(\varphi)/2M$ with $s=1+w\cos6\varphi$. The radial velocity is $k_\parallel s/M$ and the angular one is $k_\parallel s'/2M$. Using $k_\parallel^2=2M\varepsilon/s$,

$$v^2=\frac{k_\parallel^2}{M^2}\left(s^2+\frac{s'^2}{4}\right)=\frac{2\varepsilon}{M}\left(s+\frac{s'^2}{4s}\right),\qquad k_\parallel dk_\parallel=\frac{M}{s}\,d\varepsilon .$$

Choose $M\langle1/s\rangle=m$, which holds both the density and the density of states at their circular values. Then $\sigma_{zz}$ is unchanged. Sixfold symmetry gives equal weight to $v_x^2$ and $v_y^2$, so $\sigma_{xx}$ contains $\langle(M/s)v^2/2\rangle$ and is multiplied by $1+\langle s'^2/4s^2\rangle$. With $\psi=6\varphi$,

$$\left\langle\frac{s'^2}{4s^2}\right\rangle=9w^2\left\langle\frac{\sin^2\psi}{(1+w\cos\psi)^2}\right\rangle .$$

Since $w\sin\psi/(1+w\cos\psi)^2$ is the derivative of $1/(1+w\cos\psi)$, integration by parts turns the last average into

$$-\frac1w\left\langle\frac{\cos\psi}{1+w\cos\psi}\right\rangle=\frac1{w^2}\left[\left\langle\frac1{1+w\cos\psi}\right\rangle-1\right]=\frac{(1-w^2)^{-1/2}-1}{w^2}.$$

The ratio is thus multiplied by $1/\{1+9[(1-w^2)^{-1/2}-1]\}$. For $w=0.1$, which moves the Fermi radius by about 5 % either way, the factor is 0.957. With a single harmonic this strong the section has slightly concave faces, so it only imitates a rounded hexagon. The factor depends on the shape: a regular hexagon with the same quadratic scaling in $k_\parallel$ gives 0.907.

**Hopping that varies round the cylinder.** Replace $t_c$ by $t_c(1+p\cos6\varphi)$. Then $\sigma_{zz}$ contains $\langle(1+p\cos6\varphi)^2\rangle=1+p^2/2$, which is 1.125 for $p=0.5$. The $\mathbf k$-space sum gives 1.1248. The small difference comes from the angular velocity $12t_cp\sin6\varphi\cos\theta/k_\parallel$ that the varying hopping adds in the plane. It raises $\sigma_{xx}$ by the fraction $(12t_cp)^2/(4k_F^2v_F^2)$. With $\hbar k_Fv_F=2E_F$ this is $(0.12/4.47)^2/4\approx1.8\times10^{-4}$, as needed.

**Lifetime that varies along $k_z$.** Replace $\tau$ by $\tau(1+q\cos2\theta)$. Out of plane, $\langle\sin^2\theta(1+q\cos2\theta)\rangle=\tfrac12-\tfrac q4$. In plane, $\langle(E_F+D\cos\theta)(1+q\cos2\theta)\rangle=E_F$ as before. The factor is $1-q/2$, or 0.90 for $q=0.2$.

**Non-parabolic layers.** For an isotropic in-plane energy with density of states $g(\varepsilon)\propto k_\parallel/v$, define $h=gv^2$. Then $\sigma_{zz}$ contains the average of $g\sin^2\theta$ and $\sigma_{xx}$ that of $h/2$, both at $\varepsilon=E+D\cos\theta$. Hold $\mu=E_F$ and expand about $\varepsilon=E_F$. The linear terms average to zero. The thermal variance of $E$ is $\pi^2(kT)^2/3$, while $\langle\cos^2\theta\rangle=1/2$ and $\langle\sin^2\theta\cos^2\theta\rangle=1/8$. To second order the relative change of the ratio is

$$\frac{g''}{2g}\left[\frac{D^2}{4}+\frac{\pi^2(kT)^2}{3}\right]-\frac{h''}{2h}\left[\frac{D^2}{2}+\frac{\pi^2(kT)^2}{3}\right],$$

where $v_F$ is now the actual in-plane velocity at $\varepsilon=E_F$. As a trial take $\varepsilon/E_F=(x+bx^2)/(1+b)$ with $x=k_\parallel^2/k_F^2$ and $b=-0.2$. The shift at 300 K is $1.21\times10^{-3}$, and direct quadrature gives $1.215\times10^{-3}$. This is about 0.1 %, measured from the formula with the actual $v_F$. The change in $v_F$ itself matters far more. In this trial band $v_F$ is only 3/4 of the parabolic value $2E_F/(\hbar k_F)$, so the ratio is $(4/3)^2\approx1.78$ times that of a parabolic band with the same $k_F$ and $E_F$. The formula therefore needs the true Fermi velocity, not one inferred from $E_F$.

**Level broadening.** A finite lifetime spreads each level over a half-width $\Gamma=\hbar/2\tau$. In the Kubo bubble with a constant self-energy, no vertex corrections and the chemical potential held at $E_F$, the sharp shell at $T=0$ is replaced by a squared Lorentzian with the same area:

$$\delta(E-E_F)\to\frac{2\Gamma^3}{\pi}\,\frac{1}{[(E-E_F)^2+\Gamma^2]^2}.$$

If $\varepsilon$ could run from $-\infty$, the averages of 1 and $\varepsilon$ would keep their sharp values, since the weight is even about $E_F$. The change comes from the missing tail below $\varepsilon=0$. For $\Gamma,D\ll E_F$ the weight there is $2\Gamma^3/(\pi y^4)$, with $y=E_F-\varepsilon$. The out-of-plane average loses the fraction

$$\frac{2\Gamma^3}{\pi}\int_{E_F}^\infty\frac{dy}{y^4}=\frac{2\Gamma^3}{3\pi E_F^3}.$$

In the plane the missing part has negative $\varepsilon$, so its removal adds the fraction

$$\frac{2\Gamma^3}{\pi E_F}\int_{E_F}^\infty\frac{y-E_F}{y^4}\,dy=\frac{\Gamma^3}{3\pi E_F^3}.$$

The ratio falls by the sum, $\Gamma^3/(\pi E_F^3)$. This is $2\times10^{-9}$ for the example. Even for $\hbar/\tau=10\,t_c$, where $\ell_z$ is shorter than $c$, it is about $3\times10^{-5}$.

These tiny shifts hold at fixed chemical potential. If the density is fixed instead, the Lorentzian tails lower $\mu$ by about $(\Gamma/\pi)\ln(W/E_F-1)$, where $W\gg\Gamma$ is the width of the in-plane band, taken with a constant density of states. The ratio varies as $1/\mu$, so it rises when $W>2E_F$. For the trial value $W=10$ eV the rise is about 0.07 % in the example and 2 % for $\hbar/\tau=10\,t_c$. The shift vanishes for a half-filled band, $W=2E_F$. That case is closer to PdCoO₂, which has about one conduction electron per Pd, so these figures show only the possible scale. It reflects the change in the in-plane velocity at $\mu$, not a loss of interlayer coherence. Within this approximation, which assumes that tunnelling conserves in-plane momentum, the ratio does not reveal whether interlayer motion is coherent.

**The real metal.** PdCoO₂ has, to a good approximation, a single cylindrical Fermi surface with a rounded hexagonal section. Its room-temperature resistivities are roughly 3 µΩ cm in the plane and 1000 µΩ cm across it. The calculated values lie close to these, but $t_c$ and $\tau$ were chosen in that regime, so the closeness does not test the model. The assumptions most open to doubt are the circular section, the uniform hopping and the single lifetime. For the trial strengths they move the ratio by $-4$ %, $+12$ % and $-10$ %, far more than temperature or broadening does for the lifetime of the example. Hopping that fails to conserve in-plane momentum, including phonon-assisted hopping, is left out and has not been sized. The numerical output below lists the inputs and the main calculated values.

## Calculated quantities

```
INPUTS (rough, PdCoO2 regime)
electrons per layer area   14.0 nm^-2
in-plane mass              1.50 m_e
layer spacing c            0.60 nm
hopping t_c                0.020 eV
relaxation time            80 fs
temperature                300 K
RESULTS
k_F                        9.379 nm^-1
E_F                        2.234 eV
v_F                        0.7239 nm/fs
hbar v_F                   0.4764 eV nm
2 t_c c                    0.0240 eV nm
2 t_c c/(hbar v_F)         0.05037
ratio zz/xx, formula       2.537413e-03
ratio zz/xx, k-space sum   2.537411e-03
inverse ratio              394.1
sigma_xx                   3.5068e+05 S/cm
sigma_zz                   8.8981e+02 S/cm
in-plane resistivity       2.852 microohm cm
out-of-plane resistivity   1123.8 microohm cm
rms interlayer free path   2.063 nm
same path                  20.63 angstrom
same path / c              3.438
LIMITS AND NEGLECTED EFFECTS
kT                         0.02585 eV
kT/t_c                     1.293
2 t_c/E_F                  0.01790
hbar/tau                   0.00823 eV
hbar/(tau t_c)             0.411
true ratio / formula, closed surface E_F = t_c:
  closed form 0.6605, k-space sum 0.6593
true ratio / formula, open surface:
  energy warp w=0.1:  sum 0.9566, form 0.9566
  hopping p=0.5:      sum 1.1248, form 1.1250
  lifetime q=0.2:     sum 0.9000, form 0.9000
relative shift, quartic term b=-0.2, at 300 K:
  quadrature 1.215e-03, second order 1.210e-03
size of broadening shift, tau as given:     2.0e-09
size of broadening shift, hbar/tau=10 t_c:  2.8e-05
```
